# Magnetic breakdown at a Bragg plane and its field scale: verification in Python

```python
"""Magnetic breakdown of a nearly free electron at a Bragg plane.

Result under test: the probability of staying on the free-electron path is
    P = exp(-B0/B),   B0 = pi Eg^2 / (4 hbar e vx vy),
equivalently hbar*omega_c*EF = (pi/4) Eg^2 / sin(2 theta) at B = B0.
Eg: full gap; EF: Fermi energy; B: magnetic field; omega_c = e B / m.
vx = vF cos(theta): free velocity normal to the Bragg plane.
vy = vF sin(theta): free velocity along the Bragg plane.
The periodic potential is Eg*cos(G x); the Bragg plane is at kx = G/2.
"""
import numpy as np
from scipy.constants import hbar, e, m_e
from scipy.fft import fft, ifft, next_fast_len
from scipy.integrate import solve_ivp

MEV = 1e-3 * e
gap_energy = 50 * MEV
fermi_energy = 5 * e
theta = np.pi / 4


def breakdown_field(gap, fermi, angle):
    """Derived formula for B0 in tesla; energies in joule."""
    v_fermi = np.sqrt(2 * fermi / m_e)
    vx, vy = v_fermi * np.cos(angle), v_fermi * np.sin(angle)
    return np.pi * gap**2 / (4 * hbar * e * vx * vy)


def two_level_jump(nu, t_end=40.0):
    """Integrate a linear level crossing of unit sweep rate, coupling sqrt(nu).

    Start in the lower eigenstate; return the final upper-state probability.
    """
    f = np.sqrt(nu)

    def hamiltonian(t):
        return np.array([[-t / 2, f], [f, t / 2]])

    start = np.linalg.eigh(hamiltonian(-t_end))[1][:, 0].astype(complex)
    run = solve_ivp(lambda t, y: -1j * (hamiltonian(t) @ y),
                    (-t_end, t_end), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    upper = np.linalg.eigh(hamiltonian(t_end))[1][:, 1]
    return abs(upper @ run.y[:, -1])**2


def packet_survival(field, angle):
    """Send a wave packet once through the Bragg condition.

    Landau gauge A = (0, B x) leaves the exact one-dimensional Hamiltonian
    p^2/2 + x^2/2 + gap*cos(G x), in units hbar = m = omega_c = 1.
    Return the probability of not being Bragg reflected.
    """
    quantum = hbar * e * field / m_e
    gap = gap_energy / quantum
    p_fermi = np.sqrt(2 * fermi_energy / quantum)
    p_cross = p_fermi * np.cos(angle)      # equals G/2
    x_cross = -p_fermi * np.sin(angle)
    # Momentum travelled on each side: many packet and mixing-zone widths.
    sweep = max(10.0, 14 * gap / (2 * p_cross))
    t_half = sweep / abs(x_cross)
    half_box = p_cross * t_half + 9
    # The momentum grid also holds the off-resonant waves near 3*G/2.
    n_grid = next_fast_len(int(2 * half_box * 3.5 * p_cross / np.pi) + 1)
    dx = 2 * half_box / n_grid
    x = x_cross - half_box + dx * np.arange(n_grid)
    p = 2 * np.pi * np.fft.fftfreq(n_grid, dx)
    x0 = x_cross * np.cos(t_half) - p_cross * np.sin(t_half)
    p0 = p_cross * np.cos(t_half) + x_cross * np.sin(t_half)
    psi = np.exp(-(x - x0)**2 / 2 + 1j * p0 * x)
    n_steps = int(np.ceil(2 * t_half * 4 * p_cross**2 / 1.5))
    dt = 2 * t_half / n_steps
    potential = (x**2 - x_cross**2) / 2 + gap * np.cos(2 * p_cross * x)
    half_kick = np.exp(-0.5j * dt * potential)
    kick = half_kick**2
    drift = np.exp(-0.5j * dt * p**2)
    psi = psi * half_kick
    for _ in range(n_steps):
        psi = ifft(drift * fft(psi)) * kick
    psi = psi / half_kick
    weight = abs(fft(psi))**2
    return weight[p > 0].sum() / weight.sum()


# Landau-Zener exponent against direct integration of the two-level equation.
lz_results = []
for nu in (0.05, 0.16, 0.40):
    numerical = two_level_jump(nu)
    formula = np.exp(-2 * np.pi * nu)
    assert abs(numerical - formula) < 1e-4
    lz_results.append((nu, numerical, formula))

# Band edges at the Bragg plane from a plane-wave diagonalization.
v_fermi = np.sqrt(2 * fermi_energy / m_e)
vx, vy = v_fermi * np.cos(theta), v_fermi * np.sin(theta)
normal_energy = m_e * vx**2 / 2
odd = 2 * np.arange(-6, 6) + 1
matrix = np.diag(normal_energy * odd.astype(float)**2)
matrix += gap_energy / 2 * (np.eye(12, k=1) + np.eye(12, k=-1))
edges = np.linalg.eigvalsh(matrix / e)[:2] * e
gap_numerical = edges[1] - edges[0]
assert abs(gap_numerical / gap_energy - 1) < 1e-4

# Separation of the two constant-energy contours on the Bragg plane.
ky_contours = np.sqrt(2 * m_e * (fermi_energy - edges)) / hbar
dky_numerical = ky_contours[0] - ky_contours[1]
dky = gap_energy / (hbar * vy)
dkx = gap_energy / (hbar * vx)
assert abs(dky_numerical / dky - 1) < 1e-3

# Complete formula against the full Schroedinger equation.
B0 = breakdown_field(gap_energy, fermi_energy, theta)
packet_results = []
for field, angle in ((2.0, theta), (B0, theta), (10.0, theta),
                     (B0, np.radians(70))):
    numerical = packet_survival(field, angle)
    formula = np.exp(-breakdown_field(gap_energy, fermi_energy, angle) / field)
    # Tolerance: finite sweep and the terms beyond the linearized crossing.
    assert abs(numerical - formula) < 0.01, (field, angle, numerical, formula)
    packet_results.append((field, np.degrees(angle), numerical, formula))

quantum_B0 = hbar * e * B0 / m_e
# Breakdown is already strong although hbar*omega_c is far below the gap.
assert packet_results[1][2] > 0.3 and quantum_B0 < 0.01 * gap_energy

bare_field = m_e * gap_energy**2 / (hbar * e * fermi_energy)
naive_field = m_e * gap_energy / (hbar * e)
magnetic_length = np.sqrt(hbar / (e * B0))
passage_time = hbar * dkx / (e * vy * B0)
period = 2 * np.pi * m_e / (e * B0)

print(f"Gap Eg = {gap_energy / MEV:.1f} meV")
print(f"Fermi energy EF = {fermi_energy / e:.1f} eV")
print(f"Angle theta = {np.degrees(theta):.0f} deg")
print(f"Fermi velocity = {v_fermi:.4e} m/s")
print(f"Velocity components vx, vy = {vx:.4e}, {vy:.4e} m/s")
print(f"Gap from plane waves = {gap_numerical / MEV:.4f} meV")
print(f"hbar*omega_c per tesla = {hbar * e / m_e / MEV:.5f} meV")
print(f"Breakdown field B0 = {B0:.3f} T")
print(f"Field from hbar*omega_c*EF = Eg^2: {bare_field:.3f} T")
print(f"Field for P = 1/2: {B0 / np.log(2):.3f} T")
print(f"Field from hbar*omega_c = Eg: {naive_field:.1f} T")
print(f"hbar*omega_c at B0 = {quantum_B0 / MEV:.4f} meV")
print(f"hbar*omega_c*EF/Eg^2 at B0 = "
      f"{quantum_B0 * fermi_energy / gap_energy**2:.4f}")
print(f"Eg/(hbar*omega_c) at B0 = {gap_energy / quantum_B0:.1f}")
print(f"EF/(hbar*omega_c) at B0 = {fermi_energy / quantum_B0:.0f}")
print(f"Orbit separation Eg/(hbar vy) = {dky * 1e-9:.5f} 1/nm")
print(f"Orbit separation from bands = {dky_numerical * 1e-9:.5f} 1/nm")
print(f"Mixing-zone width Eg/(hbar vx) = {dkx * 1e-9:.5f} 1/nm")
print(f"Magnetic length at B0 = {magnetic_length * 1e9:.3f} nm")
print(f"lB^2*dkx*dky at B0 = {magnetic_length**2 * dkx * dky:.4f}")
print(f"Passage time of mixing zone at B0 = {passage_time * 1e15:.2f} fs")
print(f"Free cyclotron period at B0 = {period * 1e15:.0f} fs")
for field in (0.5, 1, 2, 5, 10, 20):
    print(f"P at {field:4.1f} T = {np.exp(-B0 / field):.4f}")
for gap in (10, 100):
    value = breakdown_field(gap * MEV, fermi_energy, theta)
    print(f"B0 for Eg = {gap} meV, EF = 5 eV, 45 deg: {value:.3f} T")
for fermi in (2, 10):
    value = breakdown_field(gap_energy, fermi * e, theta)
    print(f"B0 for Eg = 50 meV, EF = {fermi} eV, 45 deg: {value:.3f} T")
value = breakdown_field(gap_energy, fermi_energy, np.radians(70))
print(f"B0 for Eg = 50 meV, EF = 5 eV, 70 deg: {value:.3f} T")
for nu, numerical, formula in lz_results:
    print(f"Two-level test nu = {nu:.2f}: integrated {numerical:.5f}, "
          f"formula {formula:.5f}")
for field, degrees, numerical, formula in packet_results:
    print(f"Wave packet {field:.3f} T, {degrees:.0f} deg: "
          f"P = {numerical:.4f}, formula {formula:.4f}")
print("PASS")
```

Output:

```
Gap Eg = 50.0 meV
Fermi energy EF = 5.0 eV
Angle theta = 45 deg
Fermi velocity = 1.3262e+06 m/s
Velocity components vx, vy = 9.3777e+05, 9.3777e+05 m/s
Gap from plane waves = 49.9999 meV
hbar*omega_c per tesla = 0.11577 meV
Breakdown field B0 = 3.392 T
Field from hbar*omega_c*EF = Eg^2: 4.319 T
Field for P = 1/2: 4.894 T
Field from hbar*omega_c = Eg: 431.9 T
hbar*omega_c at B0 = 0.3927 meV
hbar*omega_c*EF/Eg^2 at B0 = 0.7854
Eg/(hbar*omega_c) at B0 = 127.3
EF/(hbar*omega_c) at B0 = 12732
Orbit separation Eg/(hbar vy) = 0.08100 1/nm
Orbit separation from bands = 0.08100 1/nm
Mixing-zone width Eg/(hbar vx) = 0.08100 1/nm
Magnetic length at B0 = 13.930 nm
lB^2*dkx*dky at B0 = 1.2732
Passage time of mixing zone at B0 = 16.76 fs
Free cyclotron period at B0 = 10531 fs
P at  0.5 T = 0.0011
P at  1.0 T = 0.0336
P at  2.0 T = 0.1834
P at  5.0 T = 0.5074
P at 10.0 T = 0.7123
P at 20.0 T = 0.8440
B0 for Eg = 10 meV, EF = 5 eV, 45 deg: 0.136 T
B0 for Eg = 100 meV, EF = 5 eV, 45 deg: 13.569 T
B0 for Eg = 50 meV, EF = 2 eV, 45 deg: 8.480 T
B0 for Eg = 50 meV, EF = 10 eV, 45 deg: 1.696 T
B0 for Eg = 50 meV, EF = 5 eV, 70 deg: 5.277 T
Two-level test nu = 0.05: integrated 0.73040, formula 0.73040
Two-level test nu = 0.16: integrated 0.36592, formula 0.36593
Two-level test nu = 0.40: integrated 0.08100, formula 0.08100
Wave packet 2.000 T, 45 deg: P = 0.1841, formula 0.1834
Wave packet 3.392 T, 45 deg: P = 0.3679, formula 0.3679
Wave packet 10.000 T, 45 deg: P = 0.7120, formula 0.7123
Wave packet 3.392 T, 70 deg: P = 0.2130, formula 0.2110
PASS
```
